# Gaussian overlay error and the mean smaller gap between neighbouring lines

## Two unchanged means and one that falls

A metal line is printed midway between two neighbours, with a gap of 32 nm on each side. Its position has a random error of zero mean and standard deviation 2 nm. Averaged over many such errors, the left gap is still 32.0 nm, and so is the right gap. The smaller of the two gaps, however, averages 30.4 nm. The missing 1.6 nm matters for the reliability of the dielectric, because at a given voltage the narrower gap carries the larger average field.

These notes derive that loss, which for a Gaussian error of standard deviation $s$ is $s\sqrt{2/\pi}$, and then examine the conditions on which it rests.

## Geometry and assumptions

The two outer lines are printed together in one exposure, and the middle line in another. The overlay error $d$ is the displacement of the second pattern relative to the first, measured across the lines and positive to the right. For now, the following is assumed.

- All edges are straight and all line widths have their nominal values.
- With $d=0$ both gaps equal $S_0$.
- $d$ is Gaussian with mean zero and standard deviation $s$.
- $s$ is much smaller than $S_0$, so that contact between lines is negligible.

A shift to the right widens the left gap and narrows the right gap by the same amount:

$$g_L=S_0+d,\qquad g_R=S_0-d .$$

Their average is

$$\frac{g_L+g_R}{2}=\frac{S_0+d+S_0-d}{2}=S_0 ,$$

for each value of $d$, not just in the mean.

The symbol $E$ denotes the mean over independent draws of $d$, for example over many exposure fields. Lines that share one rigid shift also share one $d$. Averaging over such lines gives $S_0-|d|$ for that particular shift and not the mean derived below.

## The smaller gap

For any two numbers $a$ and $b$,

$$\min(a,b)=\frac{a+b}{2}-\frac{|a-b|}{2}.$$

If $a\ge b$, the right side is $(a+b-a+b)/2=b$; if $a<b$, it is $(a+b+a-b)/2=a$. With $a=g_L$ and $b=g_R$ the half sum is $S_0$ and the difference is $2d$, so

$$g_{\min}=S_0-|d| .$$

An error of either sign makes one of the gaps smaller. Positive and negative errors cancel in $E[d]$ but not in $E|d|$.

The Gaussian density is even in $d$, so the mean of $|d|$ is twice the integral over positive values:

$$E|d|=\frac{2}{s\sqrt{2\pi}}\int_0^\infty x\,e^{-x^2/2s^2}\,dx .$$

Since $\frac{d}{dx}\left(-s^2e^{-x^2/2s^2}\right)=x\,e^{-x^2/2s^2}$, the integral equals $s^2$. Therefore

$$E|d|=\frac{2s^2}{s\sqrt{2\pi}}=s\sqrt{\frac{2}{\pi}},\qquad
E[g_{\min}]=S_0-s\sqrt{\frac{2}{\pi}} .$$

For the example the loss is $0.7979\times 2.0=1.596$ nm, which is 4.99 % of the nominal gap, and the mean smaller gap is $32.0-1.596=30.404$ nm. Direct numerical integration of the smaller gap, built from the edge positions, gives the same loss.

**Why the loss is linear in $s$.** A smooth function $f(d)$ has the expansion $f(0)+f'(0)d+\tfrac12 f''(0)d^2+\dots$. Its linear term averages to zero, so its mean changes by $\tfrac12 f''(0)s^2$ at leading order. The function $S_0-|d|$ has a kink at $d=0$, where its slope jumps from $+1$ to $-1$, and there is no linear term to cancel. Halving $s$ thus halves the loss, whereas at leading order it would quarter a loss of the smooth kind. A line with one neighbour has a gap linear in $d$, without a kink, and its mean gap does not change.

## Spread and tail

Because $g_{\min}$ differs from $-|d|$ by a constant, its variance is that of $|d|$:

$$\operatorname{Var}g_{\min}=E[d^2]-(E|d|)^2=s^2\left(1-\frac{2}{\pi}\right).$$

The standard deviation is 1.21 nm in the example, less than the 2 nm of either gap taken alone.

For $q\ge0$, the smaller gap lies below $S_0-q$ when $|d|>q$. Adding the two equal Gaussian tails gives

$$P(g_{\min}<S_0-q)=\frac{2}{s\sqrt{2\pi}}\int_q^\infty e^{-x^2/2s^2}dx
=\operatorname{erfc}\!\left(\frac{q}{s\sqrt2}\right),$$

where the last form follows from $x=s\sqrt2\,t$ and $\operatorname{erfc}(z)=\frac{2}{\sqrt\pi}\int_z^\infty e^{-t^2}dt$. With $q=3s=6$ nm, 0.27 % of draws leave a gap below 26 nm. This is twice the fraction for one chosen neighbour, since a large shift towards either side counts.

## From gap to field

The average field across a gap $g$ at voltage $V$ is $V/g$, and 1 V/nm equals 10 MV/cm. For 1 V,

$$\frac{10}{32.0}=0.313\ \text{MV/cm},\qquad \frac{10}{30.404}=0.329\ \text{MV/cm}.$$

The increase is 5.25 % of the nominal field. It is slightly larger than the relative loss of gap because the loss is now divided by the reduced gap: $1.596/30.404=0.0525$.

The second value is the field across a gap equal to the mean smaller gap. It is not the mean of the larger field. For the uncut Gaussian the latter does not exist: the density of $g_{\min}$ is not zero at $g=0$, so the integral of $1/g$ diverges logarithmically there. The mean field becomes finite if, for example, the distribution is cut off at a smallest gap greater than zero. In the example the divergence is a formality, since the density at $g=0$ is only about $10^{-56}$ per nm: cut-offs of 0.001, 1 and 20 nm all give 0.3294 MV/cm for the mean of the larger field, against 0.3289 MV/cm across the mean smaller gap. A mean lifetime requires a law connecting field and breakdown; it cannot be read off from the mean gap.

## When contact is not negligible

A Gaussian has unbounded tails, so $S_0-|d|$ is sometimes negative. If touching lines are counted as having zero gap, the quantity to average is

$$\max(S_0-|d|,0)=S_0-\min(|d|,S_0).$$

The mean of $\min(|d|,S_0)$ has one part from $|d|<S_0$ and one from $|d|>S_0$:

$$E[\min(|d|,S_0)]=\frac{2}{s\sqrt{2\pi}}\int_0^{S_0}x\,e^{-x^2/2s^2}dx+S_0\,P(|d|>S_0).$$

The integral is $s^2(1-e^{-S_0^2/2s^2})$, and the probability is $\operatorname{erfc}(S_0/s\sqrt2)$. Using $1-\operatorname{erfc}=\operatorname{erf}$,

$$E[\max(S_0-|d|,0)]=S_0\operatorname{erf}\!\left(\frac{S_0}{s\sqrt2}\right)-s\sqrt{\frac2\pi}\left(1-e^{-S_0^2/2s^2}\right).$$

For $s\ll S_0$ the error function tends to 1 and the exponential to 0, which restores the simple result. In the example the correction is of order $10^{-58}$ nm. Such a number says that contact is irrelevant within the Gaussian model; it does not make the Gaussian trustworthy sixteen standard deviations from its centre.

With an artificially large $s=20$ nm the two expressions separate: the mean is 16.97 nm with the cut-off and 16.04 nm without it. The cut-off raises the mean because it replaces negative values by zero. The statement about the average gap fails here too. Once one gap is held at zero and the other is $S_0+|d|$ with $|d|>S_0$, their average exceeds $S_0$.

## A systematic offset

Suppose that the overlay error has a fixed part $m\ge0$ in addition to the random part $d$. The smaller gap is then $S_0-|m+d|$. The same expression describes a layout whose nominal gaps are $S_0+m$ and $S_0-m$.

To find $F(m)=E|m+d|$, differentiate with respect to $m$. The slope of $|m+d|$ is $+1$ when $d>-m$ and $-1$ when $d<-m$, so

$$F'(m)=P(d>-m)-P(d<-m)=P(|d|<m)=\operatorname{erf}\!\left(\frac{m}{s\sqrt2}\right).$$

The second equality holds because $P(d<-m)=P(d>m)$. An antiderivative of $\operatorname{erf}(u/s\sqrt2)$ is

$$u\operatorname{erf}\!\left(\frac{u}{s\sqrt2}\right)+s\sqrt{\frac2\pi}\,e^{-u^2/2s^2},$$

since on differentiation the term $u\sqrt{2/\pi}\,e^{-u^2/2s^2}/s$ from the error function cancels the derivative of the exponential term. Integrating from 0 to $m$ and adding $F(0)=s\sqrt{2/\pi}$ gives

$$E|m+d|=m\operatorname{erf}\!\left(\frac{m}{s\sqrt2}\right)+s\sqrt{\frac2\pi}\,e^{-m^2/2s^2}.$$

With $m=1$ nm and $s=2$ nm the smaller gap loses 1.79 nm on average, measured from $S_0$. Of this, 1 nm would be lost without any random error. Measured from the nominal smaller gap $S_0-m=31$ nm, the random error costs 0.79 nm, about half of the symmetric value.

This second loss, $F(m)-m$, has the slope $\operatorname{erf}(m/s\sqrt2)-1<0$. It falls steadily from $s\sqrt{2/\pi}$ at $m=0$ towards zero for $m\gg s$. In that limit the same neighbour is nearly always the closer one, and the kink is rarely reached. The full loss $s\sqrt{2/\pi}$ therefore belongs to symmetric neighbours.

## Errors of line width

Let the widths of the left, middle and right lines have independent Gaussian errors $w_L$, $w_M$, $w_R$, each of mean zero and standard deviation $c$, independent of $d$. A line that is wider by $w$ moves each of its edges outwards by $w/2$, so

$$g_L=S_0+d-\frac{w_M+w_L}{2},\qquad g_R=S_0-d-\frac{w_M+w_R}{2}.$$

The half sum still has mean $S_0$, although it now varies from draw to draw. In the difference the middle width cancels:

$$g_L-g_R=2d-\frac{w_L-w_R}{2},\qquad
\operatorname{Var}(g_L-g_R)=4s^2+\frac{c^2+c^2}{4}=4s^2+\frac{c^2}{2}.$$

The mean loss is half the mean absolute difference. The difference is Gaussian with zero mean, so the factor $\sqrt{2/\pi}$ applies again:

$$\frac12\sqrt{\frac2\pi}\sqrt{4s^2+\frac{c^2}{2}}=\sqrt{\frac2\pi}\sqrt{s^2+\frac{c^2}{8}} .$$

For $c=1$ nm the effective standard deviation is 2.03 nm and the loss rises from 1.60 to 1.62 nm. If the outer lines have a width error in common, that part cancels in $w_L-w_R$ and the change is smaller still.

## Other distributions of the same width

The factor $\sqrt{2/\pi}$ comes from the Gaussian shape, while $g_{\min}=S_0-|d|$ does not. A uniform error between $-a$ and $a$ has variance $a^2/3$, hence $a=\sqrt3\,s$, and its mean absolute value is $a/2=\sqrt3\,s/2$. With $s=2$ nm this is 1.73 nm instead of 1.60 nm.

There is also a general ceiling. The variance of $|d|$ cannot be negative, so $(E|d|)^2\le E[d^2]=s^2$. For a zero-mean error of any shape, the loss is at most $s$, here 2 nm. An error that takes the values $+s$ and $-s$ with equal probability reaches this ceiling.

## Rough edges

Real edges are not straight, and breakdown is sensitive to the narrowest place along the line. Let the smallest local gaps at $d=0$ be $S_0+A$ on the left and $S_0+B$ on the right, where $A$ and $B$ are random and independent of $d$. A rigid shift changes them to $S_0+A+d$ and $S_0+B-d$. The identity for the minimum gives

$$g_{\min}=S_0+\frac{A+B}{2}-\frac{|A-B+2d|}{2}.$$

Subtracting the mean of this from its mean at $d=0$ leaves the extra loss due to overlay:

$$\Delta=\frac{E|A-B+2d|-E|A-B|}{2}.$$

It has two bounds. For fixed $A-B$, the mean of an absolute value is at least the absolute value of the mean, and $E[2d]=0$; hence $\Delta\ge0$. The triangle inequality $|A-B+2d|\le|A-B|+2|d|$ gives $\Delta\le E|d|$. Roughness adds a loss of its own, but it cannot increase the part due to overlay.

For numbers, take a roughness of standard deviation 1 nm per edge along a line of 1000 nm, divided into 50 segments of 20 nm. Edge displacements are Gaussian and independent between edges and between segments. The local gap then has the standard deviation $r=\sqrt{1^2+1^2}=1.41$ nm. For a given $d$, the smallest gap exceeds $S_0+x$ when all 50 segments on both sides do so, which has the probability

$$\Phi\!\left(\frac{d-x}{r}\right)^{50}\Phi\!\left(\frac{-d-x}{r}\right)^{50},$$

where $\Phi$ is the cumulative distribution of a standard Gaussian. Averaging over $d$ and integrating over $x$ gives the mean smallest gap. The losses are

- roughness alone: 3.55 nm;
- roughness and overlay together: 4.82 nm;
- extra loss due to overlay: $4.82-3.55=1.27$ nm.

The overlay part is about 80 % of its value for straight edges, in accordance with the bounds. This fraction belongs to 50 segments; it is about 62 % for one segment and 84 % for 1000, and it rises only slowly beyond that. The reason is the one met with the offset: when roughness has already made one side the narrower, a small shift can widen that side as well as narrow it, and its effects partly cancel.

## The model beside real interconnects

The example is set in the regime of copper lines in a low-k dielectric that are double-patterned by two separate exposures. It does not describe self-aligned (spacer) double patterning, where the gap is set by the spacer and not by overlay. The pitch of 64 nm, the line width of 32 nm, the overlay error of 2 nm and the voltage of 1 V are rough typical values. The average field of about 0.3 MV/cm is far below the breakdown field of such dielectrics, which is roughly several MV/cm. Of the assumptions examined here, that of straight edges moves the number most: with the roughness chosen above, the mean smallest gap is $32.0-4.8=27.2$ nm rather than 30.4 nm. That value depends on the assumed roughness, on the segment length and on the line length, and also on the use of independent segments. A continuous edge of the same standard deviation with a correlation length of 20 nm gives about 27.0 nm for the correlation $e^{-x^2/L^2}$ and about 26.4 nm for $e^{-|x|/L}$ sampled every nanometre, while the overlay part stays near 1.27 nm. Adding further independent segments lowers it, and 1 µm is short compared with the total length of facing lines in a circuit. The result $s\sqrt{2/\pi}$ should therefore be read as the overlay contribution for straight edges and symmetric neighbours, not as the whole margin to subtract from a drawn gap. The main computed values are collected in the numerical output that follows.

## Table of computed values

```
Final line pitch: 64.0 nm
Line width: 32.0 nm
Nominal gap S0: 32.0 nm
Overlay standard deviation s: 2.0 nm
Factor sqrt(2/pi): 0.7979
Loss of mean minimum gap, formula: 1.5958 nm
Loss of mean minimum gap, quadrature: 1.5958 nm
Mean minimum gap: 30.4042 nm
Loss relative to nominal gap: 4.99 %
Mean of the average gap: 32.0000 nm
Mean gap to one chosen neighbour: 32.0000 nm
Standard deviation of minimum gap: 1.2056 nm
Gap threshold S0-3s: 26.0 nm
Fraction of draws below threshold: 0.270 %
Voltage between neighbours: 1.0 V
Average field, nominal gap: 0.3125 MV/cm
Average field, mean minimum gap: 0.3289 MV/cm
Field increase: 5.25 %
Contact correction to mean gap: 1.6e-58 nm
Contact test, s: 20.0 nm
Contact test, mean with cut-off: 16.9720 nm
Contact test, mean without cut-off: 16.0423 nm
Systematic offset: 1.0 nm
Loss from S0 with offset: 1.7912 nm
Loss from nominal smaller gap: 0.7912 nm
Line-width standard deviation: 1.0 nm
Effective s with width errors: 2.0310 nm
Loss with width errors: 1.6205 nm
Loss for uniform overlay error: 1.7321 nm
Roughness standard deviation per edge: 1.0 nm
Roughness standard deviation of gap: 1.4142 nm
Line length: 1000 nm
Segment length: 20 nm
Segments per gap: 50
Loss from roughness alone: 3.546 nm
Loss from roughness and overlay: 4.819 nm
Extra loss due to overlay: 1.273 nm
```
